# When does one attractive lattice site bind a particle?: verification in Python

```python
"""
Single-site (Koster-Slater) impurity on the chain, square and cubic lattices.

Result under test: with hopping -t and energy -U on one site, a bound state
lies below the band for every U > 0 in d = 1, 2, but in d = 3 only for
U > U_c = 6t/W, where W is the zone average of 3/(3 - cos x - cos y - cos z).

Symbols (all energies in units of t, so t = 1):
  d      lattice dimension; the band bottom is -2d
  delta  binding energy, E = -2d - delta
  F      zone average of 1/(eps_k - E); the bound state obeys F = 1/U
  weight probability of finding the bound particle on the impurity site
  R      L + 1 for an open box with L sites along each edge
"""
import numpy as np
from scipy import sparse
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse.linalg import eigsh
from scipy.special import ellipkm1, i0e


def time_integral(d, delta, power=0):
    """Integral over tau of tau^power exp(-delta tau) [exp(-2tau) I0(2tau)]^d."""
    def integrand(x):
        tau = (x / (1 - x))**2
        jacobian = 2 * x / (1 - x)**3
        return jacobian * tau**power * np.exp(-delta * tau) * i0e(2 * tau)**d
    return quad(integrand, 0, 1, epsabs=1e-12, epsrel=1e-11, limit=400)[0]


def F(d, delta):
    if d == 1:
        return 1 / np.sqrt(delta * (4 + delta))
    if d == 2:
        energy = 4 + delta
        return 2 / (np.pi * energy) * ellipkm1(delta * (8 + delta) / energy**2)
    return time_integral(3, delta)


def binding(d, U):
    lowest_log = -20 if d == 3 else -60
    root = brentq(lambda y: F(d, np.exp(y)) - 1 / U, lowest_log, 5, xtol=1e-12)
    return np.exp(root)


def site_weight(d, U, delta):
    return 1 / (U**2 * time_integral(d, delta, power=1))


def band_on_grid(d, k):
    """Band energy measured from the band bottom on a product grid."""
    one = 2 - 2 * np.cos(k)
    total = one
    for _ in range(d - 1):
        total = np.add.outer(total, one)
    return total


def box_hamiltonian(d, L, U=0.0):
    """Open box with L (odd) sites per edge and energy -U at the centre."""
    hop = sparse.diags([-np.ones(L - 1), -np.ones(L - 1)], [-1, 1])
    H = hop
    for _ in range(d - 1):
        H = sparse.kron(H, sparse.eye(L)) + sparse.kron(sparse.eye(H.shape[0]), hop)
    n = L**d
    impurity = sparse.csr_matrix(([-U], ([n // 2], [n // 2])), shape=(n, n))
    return (H + impurity).tocsr()


def box_ground_state(d, L, U):
    H = box_hamiltonian(d, L, U)
    n = H.shape[0]
    values, vectors = eigsh(H, k=1, which="SA", ncv=60, v0=np.ones(n))
    return values[0], vectors[n // 2, 0]**2


def box_resolvent(d, R):
    """Central element of (H_box + 2d)^(-1), by conjugate gradients."""
    L = R - 1
    n = L**d
    A = box_hamiltonian(d, L) + 2 * d * sparse.eye(n, format="csr")
    x = np.zeros(n)
    r = np.zeros(n)
    r[n // 2] = 1.0
    p = r.copy()
    rr = r @ r
    for _ in range(3000):
        Ap = A @ p
        step = rr / (p @ Ap)
        x += step * p
        r -= step * Ap
        new_rr = r @ r
        if new_rr < 1e-22:
            break
        p = r + (new_rr / rr) * p
        rr = new_rr
    assert new_rr < 1e-22
    return x[n // 2]


# Lattice Green function: direct zone sums against the derived forms
mesh = 2 * np.pi * np.arange(64) / 64
for d in (1, 2, 3):
    zone_sum = np.mean(1 / (band_on_grid(d, mesh) + 0.5))
    assert abs(F(d, 0.5) - zone_sum) < 1e-8
    assert abs(time_integral(d, 0.5) - zone_sum) < 1e-8

# Number of states near the band bottom: counted, against the k-space ball
edge = 0.2
ball = {1: 2.0, 2: np.pi, 3: 4 * np.pi / 3}
for d, points in ((1, 20000), (2, 1500), (3, 200)):
    k = np.pi * (np.arange(points) + 0.5) / points
    counted = np.mean(band_on_grid(d, k) < edge)
    expected = ball[d] * edge**(d / 2) / (2 * np.pi)**d
    assert abs(counted / expected - 1) < 0.03   # finite-energy band curvature

# Watson's integral by three evaluations
F_edge = time_integral(3, 0.0)
W = 6 * F_edge
U_c = 1 / F_edge
layer_sum = quad(lambda x: F(2, 4 * np.sin(x / 2)**2), 0, np.pi,
                 epsabs=1e-11, epsrel=1e-11, limit=400)[0] / np.pi
assert abs(layer_sum - F_edge) < 1e-8
cut = 25.0
finite_part = quad(lambda s: i0e(2 * s)**3, 0, cut, epsabs=1e-12, limit=200)[0]
tail = (4 * np.pi)**-1.5 * (2 * cut**-0.5 + cut**-1.5 / 8)
assert abs(finite_part + tail - F_edge) < 1e-6

# Bound-state energy and site weight against real-space diagonalization
solutions = {}
box_results = {}
for d, L, U in ((1, 201, 2.0), (2, 81, 2.0), (3, 19, 5.0)):
    delta = binding(d, U)
    weight = site_weight(d, U, delta)
    energy_box, weight_box = box_ground_state(d, L, U)
    assert abs(energy_box + 2 * d + delta) < 1e-5
    assert abs(weight_box - weight) < 1e-4
    solutions[d] = (U, delta, weight)
    box_results[d] = (L, energy_box, weight_box)
unbound_energy = box_ground_state(3, 19, 2.0)[0]
assert unbound_energy > -6

# One-dimensional closed forms, weak attraction, and repulsion
chain = box_hamiltonian(1, 401, 0.2).toarray()
assert abs(np.linalg.eigvalsh(chain)[0] + np.sqrt(4 + 0.2**2)) < 1e-9
repulsive = box_hamiltonian(1, 401, -2.0).toarray()
assert abs(np.linalg.eigvalsh(repulsive)[-1] - np.sqrt(8)) < 1e-9
assert abs(solutions[1][2] - 2 / np.sqrt(8)) < 1e-8

# Never more than one state below the band, however strong the attraction
for d, L, U in ((1, 401, 2.0), (2, 31, 2.0), (3, 9, 5.0),
                (1, 401, 50.0), (2, 31, 50.0), (3, 9, 50.0)):
    levels = np.linalg.eigvalsh(box_hamiltonian(d, L, U).toarray())
    assert np.sum(levels < -2 * d) == 1

# Thresholds of open boxes: pure real-space linear algebra
sizes = (12, 24, 48)
resolvent = {(d, R): box_resolvent(d, R) for d in (1, 2, 3) for R in sizes}
for R in sizes:
    assert abs(resolvent[1, R] - R / 4) < 1e-7
    assert 1 / resolvent[3, R] > U_c
growth_2d = resolvent[2, 48] - resolvent[2, 24]
assert abs(growth_2d - np.log(2) / (2 * np.pi)) < 1e-3
U_c_box = 1 / (2 * resolvent[3, 48] - resolvent[3, 24])
assert abs(U_c_box - U_c) < 1e-3

# Limiting laws
def weak_2d(U):
    return 32 * np.exp(-4 * np.pi / U)


def near_threshold_3d(U):
    return 16 * np.pi**2 * (1 / U_c - 1 / U)**2


assert abs(binding(2, 1.0) / weak_2d(1.0) - 1) < 0.01
U_close = 1.001 * U_c
delta_close = binding(3, U_close)
assert abs(delta_close / near_threshold_3d(U_close) - 1) < 0.01
weight_close = site_weight(3, U_close, delta_close)
assert abs(weight_close * U_close**2 / (8 * np.pi * np.sqrt(delta_close)) - 1) < 0.02

print("All energies in units of t; F in units of 1/t")
print(f"Cubic lattice: tau integral from 0 to {cut:.0f}/t = {finite_part:.6f}")
print(f"Cubic lattice: analytic tail beyond {cut:.0f}/t = {tail:.6f}")
print(f"Cubic lattice: F at the band bottom = {F_edge:.6f}")
print(f"Watson integral W (no unit) = {W:.6f}")
print(f"Critical attraction U_c = {U_c:.5f} t")
print("Bound states, energy E, binding delta, site weight:")
for d in (1, 2, 3):
    U, delta, weight = solutions[d]
    print(f"  d={d} U={U:.1f} t: E={-2*d-delta:.6f} t, "
          f"delta={delta:.6f} t, weight={weight:.5f}")
print("Same states by diagonalizing an open box:")
for d in (1, 2, 3):
    L, energy_box, weight_box = box_results[d]
    print(f"  d={d} L={L}: E={energy_box:.6f} t, weight={weight_box:.5f}")
print(f"Cubic box L=19, U=2.0 t: lowest level = {unbound_energy:.5f} t (above -6 t)")
print("Square lattice, binding and weak-attraction formula:")
for U in (2.0, 1.0, 0.5):
    print(f"  U={U:.1f} t: delta={binding(2, U):.4e} t, formula={weak_2d(U):.4e} t")
print("Cubic lattice, binding, near-threshold formula, site weight:")
for U in (4.0, 4.5, 5.0, 6.0):
    delta = binding(3, U)
    print(f"  U={U:.1f} t: delta={delta:.6f} t, "
          f"formula={near_threshold_3d(U):.6f} t, weight={site_weight(3, U, delta):.5f}")
print("Attraction at which the open-box level reaches the band bottom:")
for R in sizes:
    thresholds = [1 / resolvent[d, R] for d in (1, 2, 3)]
    print(f"  R={R}: d=1 {thresholds[0]:.5f} t, d=2 {thresholds[1]:.5f} t, "
          f"d=3 {thresholds[2]:.5f} t")
print(f"Cubic threshold extrapolated from R=24 and 48 = {U_c_box:.5f} t")
print(f"Square box: growth of 1/U_box from R=24 to 48 = {growth_2d:.5f} /t")
print(f"Logarithmic law for that growth, ln2/(2 pi) = {np.log(2)/(2*np.pi):.5f} /t")
print("ALL CHECKS PASSED")
```

Running it gives:

```
All energies in units of t; F in units of 1/t
Cubic lattice: tau integral from 0 to 25/t = 0.243729
Cubic lattice: analytic tail beyond 25/t = 0.009002
Cubic lattice: F at the band bottom = 0.252731
Watson integral W (no unit) = 1.516386
Critical attraction U_c = 3.95678 t
Bound states, energy E, binding delta, site weight:
  d=1 U=2.0 t: E=-2.828427 t, delta=0.828427 t, weight=0.70711
  d=2 U=2.0 t: E=-4.057533 t, delta=0.057533 t, weight=0.17539
  d=3 U=5.0 t: E=-6.400791 t, delta=0.400791 t, weight=0.60859
Same states by diagonalizing an open box:
  d=1 L=201: E=-2.828427 t, weight=0.70711
  d=2 L=81: E=-4.057533 t, weight=0.17539
  d=3 L=19: E=-6.400789 t, weight=0.60860
Cubic box L=19, U=2.0 t: lowest level = -5.93002 t (above -6 t)
Square lattice, binding and weak-attraction formula:
  U=2.0 t: delta=5.7533e-02 t, formula=5.9758e-02 t
  U=1.0 t: delta=1.1158e-04 t, formula=1.1159e-04 t
  U=0.5 t: delta=3.8917e-10 t, formula=3.8917e-10 t
Cubic lattice, binding, near-threshold formula, site weight:
  U=4.0 t: delta=0.001166 t, formula=0.001178 t, weight=0.05310
  U=4.5 t: delta=0.136112 t, formula=0.146984 t, weight=0.43148
  U=5.0 t: delta=0.400791 t, formula=0.439088 t, weight=0.60859
  U=6.0 t: delta=1.103918 t, formula=1.169678 t, weight=0.77301
Attraction at which the open-box level reaches the band bottom:
  R=12: d=1 0.33333 t, d=2 1.80472 t, d=3 4.14813 t
  R=24: d=1 0.16667 t, d=2 1.50428 t, d=3 4.04976 t
  R=48: d=1 0.08333 t, d=2 1.29003 t, d=3 4.00268 t
Cubic threshold extrapolated from R=24 and 48 = 3.95667 t
Square box: growth of 1/U_box from R=24 to 48 = 0.11040 /t
Logarithmic law for that growth, ln2/(2 pi) = 0.11032 /t
ALL CHECKS PASSED
```
